# Counterpoise-Corrected Binding of Cu$^+$ to Dimethyl Ether: verification in Python

```python
# Counterpoise-corrected binding energy D of Cu+ to dimethyl ether (L):
#   D = E_Cu(full basis) + E_L*(full basis) - E_CuL(full basis)
#       - [E_L*(own basis) - E_L0(own basis)]
# L* : ether as shaped in the complex, L0 : free ether.
# "Full basis" means the functions of all atoms of the complex.
# Level: Hartree-Fock + frozen-core MP2 with density fitting.
# R : Cu-O distance, r : C-O length (both in angstrom).
# Cu+ with water serves as a small system for independent tests.
from functools import lru_cache
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.linalg import block_diag
from pyscf import gto, scf, mp, cc, lib

lib.num_threads(1)
EV = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") * 1e10
KJ = const.e * const.N_A / 1000
BASES = {
    "small": dict.fromkeys(("Cu", "O", "C", "H"), "def2-svp"),
    "large": {"Cu": "def2-tzvp", "O": "def2-tzvp",
              "C": "def2-svp", "H": "def2-svp"},
}
CU_ELECTRONS, CU_CORE = 28, 9


def fitted_mp2(mf, frozen):
    """Closed-shell MP2 correlation energy from fitted integrals."""
    nocc = int(round(mf.mo_occ.sum() / 2))
    occ, vir = mf.mo_coeff[:, frozen:nocc], mf.mo_coeff[:, nocc:]
    e_occ, e_vir = mf.mo_energy[frozen:nocc], mf.mo_energy[nocc:]
    blocks = []
    for packed in mf.with_df.loop():
        full = lib.unpack_tril(np.asarray(packed))
        n_aux, nao = full.shape[:2]
        half = (full.reshape(-1, nao) @ vir).reshape(n_aux, nao, -1)
        blocks.append(np.matmul(occ.T, half))
    b = np.concatenate(blocks).transpose(1, 0, 2).copy()
    energy = 0.0
    for i in range(len(e_occ)):
        for j in range(i + 1):
            g = b[i].T @ b[j]
            gap = e_occ[i] + e_occ[j] - e_vir[:, None] - e_vir[None, :]
            weight = 1.0 if i == j else 2.0
            energy += weight * np.sum(g * (2 * g - g.T) / gap)
    return energy


def solve(atoms, basis, electrons, frozen, real=None, extra=None,
          fit=None, guess=None):
    """real: 1 for a true nucleus, 0 for a ghost; extra: point charge."""
    z_sum = sum(gto.charge(s) for s, _ in atoms)
    mol = gto.M(atom=atoms, basis={s: BASES[basis][s] for s, _ in atoms},
                charge=z_sum - electrons, verbose=0)
    z = mol.atom_charges().astype(float)
    points = mol.atom_coords()
    if real is not None:
        z = z * np.array(real)
    if extra is not None:
        z = np.append(z, extra[0])
        points = np.vstack([points, np.array(extra[1]) / BOHR])
    h = mol.intor("int1e_kin")
    for charge, point in zip(z, points):
        if charge != 0:
            with mol.with_rinv_origin(point):
                h = h - charge * mol.intor("int1e_rinv")
    repulsion = sum(z[i] * z[j] / np.linalg.norm(points[i] - points[j])
                    for i in range(len(z)) for j in range(i))
    mf = scf.RHF(mol).density_fit(auxbasis="def2-universal-jkfit")
    if fit is not None:
        mf.with_df = fit
    mf.get_hcore = lambda *args: h
    mf.energy_nuc = lambda *args: repulsion
    mf.conv_tol = 1e-8
    mf.kernel(dm0=guess)
    assert mf.converged
    # the uncorrelated core must be well separated from the valence
    assert mf.mo_energy[frozen] - mf.mo_energy[frozen - 1] > 1.0
    return SimpleNamespace(hf=mf.e_tot, total=mf.e_tot + fitted_mp2(mf, frozen),
                           dm=np.asarray(mf.make_rdm1()), fit=mf.with_df,
                           mol=mol)


@lru_cache(maxsize=None)
def copper_ion(basis):
    return solve([("Cu", (0., 0., 0.))], basis, CU_ELECTRONS, CU_CORE)


def solve_pair(cu_xyz, ligand, lone, basis, electrons, core):
    atoms = [("Cu", tuple(cu_xyz))] + ligand
    guess = block_diag(copper_ion(basis).dm, lone.dm)
    return solve(atoms, basis, CU_ELECTRONS + electrons, CU_CORE + core,
                 guess=guess)


def counterpoise(cu_xyz, ligand, basis, electrons, core):
    ion = copper_ion(basis)
    lone = solve(ligand, basis, electrons, core)
    pair = solve_pair(cu_xyz, ligand, lone, basis, electrons, core)
    atoms = [("Cu", tuple(cu_xyz))] + ligand
    n = len(ligand)
    ion_full = solve(atoms, basis, CU_ELECTRONS, CU_CORE,
                     real=[1] + [0] * n, fit=pair.fit,
                     guess=block_diag(ion.dm, 0 * lone.dm))
    lig_full = solve(atoms, basis, electrons, core,
                     real=[0] + [1] * n, fit=pair.fit,
                     guess=block_diag(0 * ion.dm, lone.dm))
    return SimpleNamespace(
        pair=pair, lone=lone, ion_full=ion_full, lig_full=lig_full,
        raw=(pair.total - ion.total - lone.total) * EV,
        cp=(pair.total - ion_full.total - lig_full.total) * EV,
        cp_hf=(pair.hf - ion_full.hf - lig_full.hf) * EV,
        bsse_ion=(ion.total - ion_full.total) * EV,
        bsse_lig=(lone.total - lig_full.total) * EV)


COC_ANGLE, CH_LENGTH = 112.0, 1.10


def ether(r):
    """C2v dimethyl ether, O at the origin, carbons towards -z."""
    half = np.radians(COC_ANGLE / 2)
    carbons = [r * np.array([s * np.sin(half), 0, -np.cos(half)])
               for s in (1, -1)]
    atoms = [("O", (0., 0., 0.))]
    for here, other in (carbons, carbons[::-1]):
        to_o = -here / r
        w = other - (other @ to_o) * to_o
        w /= np.linalg.norm(w)
        atoms.append(("C", tuple(here.tolist())))
        for dihedral in np.radians([180, 60, -60]):
            side = np.cos(dihedral) * w + np.sin(dihedral) * np.array([0, 1, 0])
            h_pos = here + CH_LENGTH * (-to_o / 3 + np.sqrt(8) / 3 * side)
            atoms.append(("H", tuple(h_pos.tolist())))
    return atoms


# ---------- geometry of the free ether and of the complex ----------
r_grid = np.array([1.36, 1.41, 1.46])
free = [solve(ether(r), "small", 26, 3) for r in r_grid]
free_ev = np.array([(f.total - free[1].total) * EV for f in free])
free_fit = np.polyfit(r_grid - r_grid[1], free_ev, 2)
k_co = 2 * free_fit[0]
r_free = r_grid[1] - free_fit[1] / k_co

R_grid = np.array([1.83, 1.91, 1.99])
scan = [solve_pair((0., 0., R), ether(r_grid[1]), free[1], "small", 26, 3).total
        for R in R_grid]
scan_ev = (np.array(scan) - scan[1]) * EV
R_fit = np.polyfit(R_grid - R_grid[1], scan_ev, 2)
k_cuo = 2 * R_fit[0]
R_min = R_grid[1] - R_fit[1] / k_cuo
assert k_cuo > 0 and abs(R_min - R_grid[1]) < 0.10

stretched = solve_pair((0., 0., R_grid[1]), ether(r_grid[2]), free[2],
                       "small", 26, 3).total
slope = ((stretched - scan[1]) * EV - free_ev[2]) / (r_grid[2] - r_grid[1])
r_min = r_free - slope / k_co
dr = r_min - r_grid[1]
predicted = (np.polyval(R_fit, R_min - R_grid[1])
             + np.polyval(free_fit, dr) + slope * dr)

# ---------- counterpoise calculations at the minimum ----------
cu_site = (0., 0., float(R_min))
small = counterpoise(cu_site, ether(r_min), "small", 26, 3)
direct = (small.pair.total - scan[1]) * EV
# separable model of the minimum against a direct calculation there
assert abs(direct - predicted) < 0.01, (direct, predicted)
large = counterpoise(cu_site, ether(r_min), "large", 26, 3)
ether_free = solve(ether(r_free), "large", 26, 3, guess=large.lone.dm)
deformation = (large.lone.total - ether_free.total) * EV
binding = -(large.cp + deformation)
for result in (small, large):
    assert result.bsse_ion > 0 and result.bsse_lig > 0
assert binding > 0

tilt_deg = 20.0
t = np.radians(tilt_deg)
tilted = solve_pair((0., float(R_min * np.sin(t)), float(R_min * np.cos(t))),
                    ether(r_min), small.lone, "small", 26, 3)
tilt_cost = (tilted.total - small.pair.total) * EV

# ---------- water: independent tests and stand-in estimates ----------
a = np.radians(104.5 / 2)
water = [("O", (0., 0., 0.))] + [
    ("H", (float(s * 0.96 * np.sin(a)), 0., float(-0.96 * np.cos(a))))
    for s in (1, -1)]
R_water, R_far = 1.95, 7.0
near = counterpoise((0., 0., R_water), water, "small", 10, 1)
far = counterpoise((0., 0., R_far), water, "small", 10, 1)
charged = solve(water, "small", 10, 1, extra=(1.0, (0., 0., R_far)),
                guess=far.lone.dm)
point_charge = (charged.hf - far.lone.hf) * EV
# distant Cu+ must act as a bare unit charge
assert abs(far.cp_hf / point_charge - 1) < 0.03, (far.cp_hf, point_charge)


def conventional(cu_label, ligand_prefix, charge, frozen, guess):
    """Library ghosts and unfitted integrals: MP2, CCSD(T), HF, X2C-HF."""
    atoms = [(cu_label, (0., 0., R_water))]
    atoms += [(ligand_prefix + s, xyz) for s, xyz in water]
    mol = gto.M(atom=atoms, basis="def2-svp", charge=charge, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-9
    mf.kernel(dm0=guess)
    e_mp2 = mp.MP2(mf, frozen=frozen).kernel()[0]
    coupled = cc.CCSD(mf, frozen=frozen)
    coupled.kernel()
    assert mf.converged and coupled.converged
    e_cc = coupled.e_corr + coupled.ccsd_t()
    rel = mf.sfx2c1e()
    rel.kernel(dm0=np.asarray(mf.make_rdm1()))
    assert rel.converged
    return np.array([mf.e_tot + e_mp2, mf.e_tot + e_cc,
                     mf.e_tot, rel.e_tot]) * EV


reference = (conventional("Cu", "", 1, 10, near.pair.dm)
             - conventional("Cu", "ghost-", 1, 9, near.ion_full.dm)
             - conventional("ghost-Cu", "", 0, 1, near.lig_full.dm))
# own ghosts and fitted MP2 against library ghosts and full integrals
assert abs(reference[0] - near.cp) < 0.02, (reference[0], near.cp)
higher_correlation = reference[1] - reference[0]
relativity = reference[3] - reference[2]

# ---------- sizes of thermal and solvent effects ----------
masses = small.pair.mol.atom_mass_list(isotope_avg=True)
m_cu, m_ether = masses[0], sum(masses[1:])
mu = m_cu * m_ether / (m_cu + m_ether) * const.atomic_mass
omega = np.sqrt(k_cuo * const.e / 1e-20 / mu)
zero_point = const.hbar * omega / 2 / const.e
T, pressure = 298.15, 1e5
kT = const.k * T
states = (2 * np.pi * mu * kT / const.h**2)**1.5 * kT / pressure
entropy_cost = kT * (2.5 + np.log(states)) / const.e
permittivity = 78.0
born = -(const.e / (8 * np.pi * const.epsilon_0 * R_min * 1e-10)
         * (1 - 1 / permittivity))


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print("GEOMETRY (MP2/def2-SVP, no counterpoise)")
show("fixed COC angle", COC_ANGLE, "deg", 1)
show("fixed C-H length", CH_LENGTH, "angstrom", 2)
show("free ether C-O length", r_free, "angstrom")
show("complex C-O length", r_min, "angstrom")
show("complex Cu-O distance", R_min, "angstrom")
show("symmetric C-O force constant", k_co, "eV/angstrom^2", 1)
show("slope V' of interaction with C-O", slope, "eV/angstrom")
show("Cu-O force constant", k_cuo, "eV/angstrom^2", 2)
show("predicted minimum, from scan centre", predicted, "eV", 4)
show("direct minimum, from scan centre", direct, "eV", 4)
print("INTERACTION (negative = attraction, ether shaped as in complex)")
for name, result in (("def2-SVP", small), ("mixed TZVP/SVP", large)):
    print(f"{name}, basis functions: {result.pair.mol.nao}")
    show(f"{name}, raw MP2", result.raw, "eV")
    show(f"{name}, corrected MP2", result.cp, "eV")
    show(f"{name}, corrected HF", result.cp_hf, "eV")
    show(f"{name}, Cu+ basis error", result.bsse_ion, "eV")
    show(f"{name}, ether basis error", result.bsse_lig, "eV")
print("BINDING ENERGY (mixed basis)")
show("ether deformation energy", deformation, "eV")
show("uncorrected binding energy", -(large.raw + deformation), "eV")
show("corrected binding energy D", binding, "eV")
show("corrected binding energy D", binding * KJ, "kJ/mol", 1)
print("TESTS ON Cu+ WITH WATER (def2-SVP)")
show("near Cu-O distance", R_water, "angstrom", 2)
show("corrected MP2, fitted, own ghosts", near.cp, "eV", 4)
show("corrected MP2, unfitted, library ghosts", reference[0], "eV", 4)
show("far Cu-O distance", R_far, "angstrom", 1)
show("far corrected HF interaction", far.cp_hf, "eV", 5)
show("far point-charge HF interaction", point_charge, "eV", 5)
print("SIZES OF NEGLECTED EFFECTS")
show("CCSD(T) minus MP2 interaction, water", higher_correlation, "eV")
show("scalar relativity in HF interaction, water", relativity, "eV")
show("corrected interaction, mixed minus SVP", large.cp - small.cp, "eV")
show(f"energy change, {tilt_deg:.0f} deg out-of-plane tilt", tilt_cost, "eV", 4)
show("cost of 0.05 angstrom error in R", k_cuo * 0.05**2 / 2, "eV", 4)
show("Cu-O stretch zero-point energy", zero_point, "eV", 4)
show("translational T*S lost, 298.15 K, 1 bar", entropy_cost, "eV")
show("ether minus water interaction, SVP", small.cp - near.cp, "eV")
show("Born energy, radius R, permittivity 78", born, "eV", 2)
print("success")
```

Printed output:

```
GEOMETRY (MP2/def2-SVP, no counterpoise)
fixed COC angle: 112.0 deg
fixed C-H length: 1.10 angstrom
free ether C-O length: 1.405 angstrom
complex C-O length: 1.438 angstrom
complex Cu-O distance: 1.955 angstrom
symmetric C-O force constant: 71.6 eV/angstrom^2
slope V' of interaction with C-O: -2.379 eV/angstrom
Cu-O force constant: 11.83 eV/angstrom^2
predicted minimum, from scan centre: -0.0407 eV
direct minimum, from scan centre: -0.0351 eV
INTERACTION (negative = attraction, ether shaped as in complex)
def2-SVP, basis functions: 103
def2-SVP, raw MP2: -2.029 eV
def2-SVP, corrected MP2: -1.752 eV
def2-SVP, corrected HF: -1.567 eV
def2-SVP, Cu+ basis error: 0.113 eV
def2-SVP, ether basis error: 0.164 eV
mixed TZVP/SVP, basis functions: 134
mixed TZVP/SVP, raw MP2: -1.962 eV
mixed TZVP/SVP, corrected MP2: -1.855 eV
mixed TZVP/SVP, corrected HF: -1.501 eV
mixed TZVP/SVP, Cu+ basis error: 0.036 eV
mixed TZVP/SVP, ether basis error: 0.071 eV
BINDING ENERGY (mixed basis)
ether deformation energy: 0.024 eV
uncorrected binding energy: 1.938 eV
corrected binding energy D: 1.832 eV
corrected binding energy D: 176.7 kJ/mol
TESTS ON Cu+ WITH WATER (def2-SVP)
near Cu-O distance: 1.95 angstrom
corrected MP2, fitted, own ghosts: -1.5993 eV
corrected MP2, unfitted, library ghosts: -1.5997 eV
far Cu-O distance: 7.0 angstrom
far corrected HF interaction: -0.13016 eV
far point-charge HF interaction: -0.13010 eV
SIZES OF NEGLECTED EFFECTS
CCSD(T) minus MP2 interaction, water: 0.044 eV
scalar relativity in HF interaction, water: -0.039 eV
corrected interaction, mixed minus SVP: -0.104 eV
energy change, 20 deg out-of-plane tilt: 0.0062 eV
cost of 0.05 angstrom error in R: 0.0148 eV
Cu-O stretch zero-point energy: 0.0215 eV
translational T*S lost, 298.15 K, 1 bar: 0.463 eV
ether minus water interaction, SVP: -0.153 eV
Born energy, radius R, permittivity 78: -3.64 eV
success
```
